**Steady electron and hole currents in a Hebb-Wagner oxide cell**

The program tests $j=(\tau/L)[\sigma_{n0}(e^{V/\tau}-1)+\sigma_{p0}(1-e^{-V/\tau})]$ for an ion-blocking electrode that is negative by $V$. Here $L$ is the oxide thickness, $\tau$ is the thermal energy in units where the elementary charge is 1, and $\sigma_{n0}$ and $\sigma_{p0}$ are the electron and hole conductivities at the reversible electrode. A time-dependent simulation of vacancies, electrons and holes runs to steady state without assuming a flat potential. The program asserts that both averaged contributions agree with the formula within 0.4% at four biases, one of them reversed. It also asserts the slope rule, the independence from vacancy mobility, the effect of a small oxygen leak, and the law for high electron density. Separate calculations test the local current profile and the oxygen pressure at the blocking side. For rough zirconia-like inputs at 1273 K, the output shows a hole plateau of 54.85 µA/cm², a crossover at 1.01 V, and an electron contribution of about 4760 µA/cm² at 1.5 V. An assumed contact resistance of 1 ohm cm² lowers the total current at 1.5 V by 4.1%.

## Check in Python

```python
"""Hebb-Wagner cell: oxide between a reversible oxygen electrode (x=0)
and an ion-blocking electrode (x=L) that is negative by V.
Result under test, with kT in volts (unit charge):
  j = (kT/L) [ sn0 (exp(V/kT)-1) + sp0 (1-exp(-V/kT)) ]
sn0, sp0: electron and hole conductivities at the reversible electrode.
j is positive from x=0 to x=L; each term is a thickness average.
The simulation uses L=1, kT=1 and dopant density 1. It evolves mobile
vacancies c, electrons n and holes p under neutrality and n*p=constant,
without assuming a zero field or a uniform vacancy density.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def check(value, expected, tolerance, name):
    error = abs(value - expected) / abs(expected)
    assert error < tolerance, (name, value, expected, error)


def contributions(v, electron0, hole0):
    """Thickness-averaged terms, in units of kT/L."""
    return electron0 * np.expm1(v), -hole0 * np.expm1(-v)


def simulate(v, n0, p0, d_vac=1.0, d_n=1.0, d_p=3.0,
             leak=0.0, nodes=41, t_end=20.0):
    """Run from the uniform oxide to steady state at reduced bias v."""
    root_k = np.sqrt(n0 * p0)
    excess0 = n0 - p0
    h = 1.0 / (nodes - 1)
    volume = np.full(nodes - 1, h)
    volume[-1] = h / 2

    def fields(free):
        excess = np.r_[excess0, free]            # n - p
        log_n = np.arcsinh(excess / (2 * root_k))
        n = root_k * np.exp(log_n)
        p = root_k * np.exp(-log_n)
        c = (1 + excess) / 2                     # neutrality
        nm, pm, cm = [(a[1:] + a[:-1]) / 2 for a in (n, p, c)]
        dn, dp, dc = [np.diff(a) / h for a in (n, p, c)]
        total_s = 4 * d_vac * cm + d_n * nm + d_p * pm
        diffusive = d_n * dn - d_p * dp - 2 * d_vac * dc
        # The total current is uniform; the electrode bias fixes it.
        current = (v - (log_n[-1] - log_n[0])
                   + h * np.sum(diffusive / total_s))
        current /= h * np.sum(1 / total_s)
        dphi = (diffusive - current) / total_s
        vac_flux = -d_vac * (dc + 2 * cm * dphi)
        j_n = d_n * (dn - nm * dphi)
        j_p = -d_p * (dp + pm * dphi)
        return current, vac_flux, j_n, j_p, n, p

    def rate(t, free):
        flux = fields(free)[1]
        outflow = np.r_[flux[1:], leak]
        return -2 * (outflow - flux) / volume

    run = solve_ivp(rate, (0, t_end), np.full(nodes - 1, excess0),
                    method="BDF", rtol=1e-9, atol=1e-13)
    assert run.success, run.message
    current, flux, j_n, j_p, n, p = fields(run.y[:, -1])
    return dict(j=current, flux=flux, je=j_n.mean(), jh=j_p.mean(),
                n_end=n[-1], p_end=p[-1])


def dense_electrons(v, n0):
    """Electron-only law with n kept beside the dopant density 1.
    Returns the end density and the current for unit diffusivity."""
    def bias_error(log_n):
        n = np.exp(log_n)
        return (log_n - np.log(n0)
                + 0.5 * (np.log1p(n) - np.log1p(n0)) - v)
    n_end = np.exp(brentq(bias_error, np.log(n0) - 1,
                          np.log(n0) + v + 1, xtol=1e-13))
    current = (1.5 * (n_end - n0)
               - 0.5 * (np.log1p(n_end) - np.log1p(n0)))
    return n_end, current


# Simulation against the formula, both signs of the bias.
N0, P0, DP = 1e-6, 1e-4, 3.0
runs = {}
for v in (-3.0, 0.05, 2.0, 6.0):
    runs[v] = simulate(v, N0, P0)
    e_term, h_term = contributions(v, N0, DP * P0)
    check(runs[v]["je"], e_term, 4e-3, "electron contribution")
    check(runs[v]["jh"], h_term, 4e-3, "hole contribution")
    check(runs[v]["j"], e_term + h_term, 4e-3, "total current")
    ion_part = np.max(np.abs(2 * runs[v]["flux"])) / abs(runs[v]["j"])
    assert ion_part < 1e-3, ("ion current remains", v, ion_part)

# Slope of the current gives the conductivity at the blocking side.
high, low = simulate(6.05, N0, P0), simulate(5.95, N0, P0)
slope = (high["j"] - low["j"]) / 0.1
end_sigma = runs[6.0]["n_end"] + DP * runs[6.0]["p_end"]
check(slope, end_sigma, 5e-3, "slope")

# The ionic mobility drops out; an oxygen leak adds to the current.
slow = simulate(6.0, N0, P0, d_vac=0.2)
check(slow["j"], runs[6.0]["j"], 1e-3, "ionic mobility")
LEAK = 5e-5
leaky = simulate(6.0, N0, P0, leak=LEAK)
check(leaky["j"], runs[6.0]["j"] + 2 * LEAK, 2e-3, "leak")

# Electron density above the dopant density: the simple law fails.
dense = simulate(8.0, 1e-2, 1e-8, nodes=81)
dense_n, dense_j = dense_electrons(8.0, 1e-2)
check(dense["n_end"], dense_n, 5e-3, "dense end density")
check(dense["j"], dense_j, 5e-3, "dense current")
simple_j = contributions(8.0, 1e-2, 0.0)[0]
assert dense["j"] < 0.7 * simple_j
late_slope = np.log(dense_electrons(31.0, 1e-2)[1]
                    / dense_electrons(30.0, 1e-2)[1])
check(late_slope, 2 / 3, 1e-3, "late exponent")

# Worked example: rough zirconia-like inputs and assumed losses.
T = 1273.0               # K
L = 0.1                  # cm
SN0, SP0 = 5e-9, 5e-5    # S/cm
P_REF = 760.0            # Torr
DOPANT = 4e21            # cm^-3
MOB_N = MOB_P = 0.01     # cm2/Vs
EPS_R = 30.0
R_CONTACT = 1.0          # ohm cm2
J_LEAK = 1.0             # uA/cm2
V_DECOMP = 2.2           # V, rough
V_TOP = 1.5              # V
kT = const.k * T / const.e


def cell_current(volts):
    """Electron and hole contributions in uA/cm2."""
    e_term, h_term = contributions(volts / kT, SN0, SP0)
    return 1e6 * kT / L * e_term, 1e6 * kT / L * h_term


v_cross = kT * np.log(SP0 / SN0)
root = brentq(lambda x: cell_current(x)[0] - cell_current(x)[1],
              0.2, 2.0)
check(root, v_cross, 1e-8, "crossover bias")
v_sat = brentq(lambda x: cell_current(x)[1]
               - 0.99e6 * kT * SP0 / L, 0.01, 2.0)
check(v_sat, kT * np.log(100), 1e-8, "saturation bias")

# Local profile at the crossover bias, integrated through the oxide.
jL = sum(cell_current(v_cross)) * 1e-6 * L


def local_profile(s, y):
    sn, sp = SN0 * np.exp(y[0] / kT), SP0 * np.exp(-y[0] / kT)
    return [jL / (sn + sp), jL * sn / (sn + sp), jL * sp / (sn + sp)]


profile = solve_ivp(local_profile, (0, 1), [0, 0, 0], method="Radau",
                    rtol=1e-9, atol=1e-13, dense_output=True)
assert profile.success
check(profile.y[0, -1], v_cross, 1e-4, "profile end bias")
for index in (0, 1):
    check(profile.y[index + 1, -1] * 1e6 / L,
          cell_current(v_cross)[index], 1e-4, "averaged local current")
u_equal = kT * np.log(SP0 / SN0) / 2
middle = brentq(lambda s: profile.sol(s)[0] - u_equal, 0, 1)
check(middle, 0.5, 1e-4, "position of carrier changeover")
share = [local_profile(0, [u, 0, 0])[2] / jL
         for u in (0, profile.y[0, -1])]

# Oxygen pressure from the full defect equilibrium at the top bias.
v_top = V_TOP / kT
n_ref = SN0 / (const.e * MOB_N) / DOPANT
p_ref = SP0 / (const.e * MOB_P) / DOPANT
p_oxygen = P_REF * np.exp(-4 * v_top)


def log_reaction(log_n, pressure):
    n = np.exp(log_n)
    c = (1 + n - n_ref * p_ref / n) / 2
    return np.log(c) + 2 * log_n + 0.5 * np.log(pressure)


target = log_reaction(np.log(n_ref), P_REF)
log_end = brentq(lambda y: log_reaction(y, p_oxygen) - target,
                 np.log(n_ref), np.log(0.5), xtol=1e-13)
check(np.exp(log_end) / n_ref, np.exp(v_top), 1e-3, "oxygen pressure")

# Sizes of neglected effects.
n_top, j_dense = dense_electrons(v_top, n_ref)
density_shift = j_dense / (n_ref * np.expm1(v_top)) - 1
j_top = sum(cell_current(V_TOP))
j_contact = brentq(lambda j: sum(cell_current(
    V_TOP - j * 1e-6 * R_CONTACT)) - j, 0, j_top)
plateau = 1e6 * kT * SP0 / L
screening = np.sqrt(EPS_R * const.epsilon_0 * const.k * T
                    / (4 * const.e**2 * DOPANT / 2 * 1e6)) * 1e9
assert V_TOP < V_DECOMP and n_top < 0.01
assert screening < 1e-3 * L * 1e7

print("SIMULATION (L=1, kT=1, dopant density=1; no units)")
print(f"reference n, p: {N0:.1e}, {P0:.1e}; D_n, D_p: 1, {DP:.0f}")
for v, r in runs.items():
    e_term, h_term = contributions(v, N0, DP * P0)
    print(f"v={v:5.2f} electrons sim {r['je']:.4e} law {e_term:.4e}")
    print(f"        holes     sim {r['jh']:.4e} law {h_term:.4e}")
print(f"slope at v=6: {slope:.4e}; end conductivity: {end_sigma:.4e}")
print(f"v=6 current, vacancy D=1: {runs[6.0]['j']:.4e}")
print(f"v=6 current, vacancy D=0.2: {slow['j']:.4e}")
print(f"v=6 current with leak: {leaky['j']:.4e}")
print(f"leak ionic current: {2 * LEAK:.1e}")
print(f"dense case v=8, n0=0.01: end n sim {dense['n_end']:.3f}")
print(f"dense end n from law: {dense_n:.3f}")
print(f"dense current sim {dense['j']:.3f}, law {dense_j:.3f}")
print(f"simple law would give: {simple_j:.3f}")
print(f"late exponent d(ln j)/dv: {late_slope:.4f}")
print("EXAMPLE (rough zirconia-like inputs)")
print(f"temperature: {T:.0f} K; kT: {kT:.4f} eV")
print(f"thickness: {L:.1f} cm; reference oxygen: {P_REF:.0f} Torr")
print(f"electron, hole conductivity: {SN0:.1e}, {SP0:.1e} S/cm")
for volts in (0.1, 0.3, 0.5, 0.8, 1.0, 1.2, 1.5):
    e_now, h_now = cell_current(volts)
    print(f"V={volts:.1f} V: electrons {e_now:.4g}, holes {h_now:.4g}, "
          f"total {e_now + h_now:.4g} uA/cm2")
print(f"hole plateau: {plateau:.2f} uA/cm2")
print(f"bias for 99% hole saturation: {v_sat:.3f} V")
print(f"crossover bias: {v_cross:.3f} V")
print(f"changeover position at crossover bias: {middle:.4f} L")
print(f"local hole share at x=0: {share[0]:.4f}, x=L: {share[1]:.1e}")
print(f"oxygen at blocking side, {V_TOP} V: {p_oxygen:.2e} Torr")
print(f"total at {V_TOP} V: {j_top / 1000:.3f} mA/cm2")
print("NEGLECTED EFFECTS (assumed or rough inputs)")
print(f"dopant density: {DOPANT:.1e} cm^-3; mobility: {MOB_N} cm2/Vs")
print(f"end electron density at {V_TOP} V: {n_top * DOPANT:.2e} cm^-3")
print(f"end electron density / dopant density: {n_top:.2e}")
print(f"electron-term change from density: {100*density_shift:.4f} %")
print(f"contact resistance: {R_CONTACT:.1f} ohm cm2")
print(f"contact voltage loss: {j_contact * R_CONTACT / 1e6:.5f} V")
print(f"current change from contact: {100*(j_contact/j_top-1):.2f} %")
print(f"oxygen leak: {J_LEAK:.1f} uA/cm2")
print(f"leak relative to hole plateau: {100*J_LEAK/plateau:.2f} %")
print(f"relative permittivity: {EPS_R:.0f}")
print(f"formal screening length: {screening:.3f} nm")
print(f"rough decomposition bias: {V_DECOMP:.1f} V")
print(f"margin to decomposition: {V_DECOMP - V_TOP:.1f} V")
print("all good")
```

Running it gives:

```
SIMULATION (L=1, kT=1, dopant density=1; no units)
reference n, p: 1.0e-06, 1.0e-04; D_n, D_p: 1, 3
v=-3.00 electrons sim -9.5032e-07 law -9.5021e-07
        holes     sim -5.7229e-03 law -5.7257e-03
v= 0.05 electrons sim 5.1271e-08 law 5.1271e-08
        holes     sim 1.4631e-05 law 1.4631e-05
v= 2.00 electrons sim 6.3888e-06 law 6.3891e-06
        holes     sim 2.5941e-04 law 2.5940e-04
v= 6.00 electrons sim 4.0237e-04 law 4.0243e-04
        holes     sim 2.9926e-04 law 2.9926e-04
slope at v=6: 4.0424e-04; end conductivity: 4.0407e-04
v=6 current, vacancy D=1: 7.0163e-04
v=6 current, vacancy D=0.2: 7.0163e-04
v=6 current with leak: 8.0162e-04
leak ionic current: 1.0e-04
dense case v=8, n0=0.01: end n sim 9.326
dense end n from law: 9.324
dense current sim 12.813, law 12.809
simple law would give: 29.800
late exponent d(ln j)/dv: 0.6667
EXAMPLE (rough zirconia-like inputs)
temperature: 1273 K; kT: 0.1097 eV
thickness: 0.1 cm; reference oxygen: 760 Torr
electron, hole conductivity: 5.0e-09, 5.0e-05 S/cm
V=0.1 V: electrons 0.008163, holes 32.81, total 32.81 uA/cm2
V=0.3 V: electrons 0.07902, holes 51.29, total 51.37 uA/cm2
V=0.5 V: electrons 0.5177, holes 54.27, total 54.79 uA/cm2
V=0.8 V: electrons 8.055, holes 54.81, total 62.87 uA/cm2
V=1.0 V: electrons 49.9, holes 54.84, total 104.7 uA/cm2
V=1.2 V: electrons 309, holes 54.85, total 363.8 uA/cm2
V=1.5 V: electrons 4760, holes 54.85, total 4815 uA/cm2
hole plateau: 54.85 uA/cm2
bias for 99% hole saturation: 0.505 V
crossover bias: 1.010 V
changeover position at crossover bias: 0.5000 L
local hole share at x=0: 0.9999, x=L: 1.0e-04
oxygen at blocking side, 1.5 V: 1.34e-21 Torr
total at 1.5 V: 4.815 mA/cm2
NEGLECTED EFFECTS (assumed or rough inputs)
dopant density: 4.0e+21 cm^-3; mobility: 0.01 cm2/Vs
end electron density at 1.5 V: 2.71e+18 cm^-3
end electron density / dopant density: 6.77e-04
electron-term change from density: -0.0169 %
contact resistance: 1.0 ohm cm2
contact voltage loss: 0.00462 V
current change from contact: -4.08 %
oxygen leak: 1.0 uA/cm2
leak relative to hole plateau: 1.82 %
relative permittivity: 30
formal screening length: 0.151 nm
rough decomposition bias: 2.2 V
margin to decomposition: 0.7 V
all good
```
